**Thouless' theorem tested in Fock space**

The program tests that a determinant |Ψ⟩ not orthogonal to a reference |Φ⟩ equals det(C_o) exp(T̂)|Φ⟩, where T̂ = Σ T_ai a_a†a_i and T = C_v C_o⁻¹. Here C holds the orbital coefficients of |Ψ⟩ in the reference orbitals, and C_o and C_v are its occupied and virtual blocks. With explicit creation matrices for six orbitals and random complex coefficients for two, three and four particles, it asserts the theorem, the overlap formula, the similarity transformation, the double-excitation coefficients and the norm. It also asserts that exponential states have occupations 0 or 1, and that a singular C_o gives a determinant orthogonal to the reference. The largest value of ‖⟨Φ|Ψ⟩ exp(T̂)|Φ⟩ − |Ψ⟩‖/‖|Ψ⟩‖ in these cases is 5.0e-16. For two fermions on a four-site chain, the ground state from two-particle diagonalization agrees with the exponential form, with overlap 0.8737 with the reference. Cutting the exponential after the linear term raises the energy by 0.0025 t and moves the natural occupations away from 0 and 1. Rotating one orbital towards orthogonality makes the amplitude grow as tan θ, reaching 57.29 at 89°.

## Numerical check

```python
"""Thouless' theorem, tested with explicit matrices in Fock space.

Result under test: for a reference |Phi> = a_1^+ ... a_N^+ |0> and a
determinant |Psi> whose orbitals have coefficients C (M rows, N columns),
    |Psi> = det(C_occ) exp(That) |Phi>,
    That = sum_ai T[a,i] a_a^+ a_i,   T = C_virt C_occ^(-1),
provided det(C_occ) = <Phi|Psi> is not zero.
C_occ: first N rows of C; C_virt: remaining M-N rows.
i, j label occupied orbitals; a, b label virtual orbitals.
Energies in the chain example are in units of the hopping t.
"""
import numpy as np
from scipy.linalg import expm


def creation_operators(n_orb):
    """Fermion creation matrices on the 2**n_orb dimensional Fock space."""
    raise_one = np.array([[0.0, 0.0], [1.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for p in range(n_orb):
        mat = np.eye(1)
        for q in range(n_orb):
            factor = sign if q < p else raise_one if q == p else np.eye(2)
            mat = np.kron(mat, factor)
        ops.append(mat)
    return ops


def determinant_state(coeff, create):
    """Apply the orbital creation operators, last column first, to vacuum."""
    state = np.zeros(create[0].shape[0], dtype=coeff.dtype)
    state[0] = 1.0
    for k in reversed(range(coeff.shape[1])):
        state = sum(coeff[p, k] * (create[p] @ state)
                    for p in range(len(create)))
    return state


def excitation_operator(amp, create, n_occ):
    return sum(amp[a, i] * create[n_occ + a] @ create[i].T
               for a in range(amp.shape[0]) for i in range(n_occ))


def amplitudes(coeff, n_occ):
    return coeff[n_occ:] @ np.linalg.inv(coeff[:n_occ])


def occupations(state, create):
    """Eigenvalues of the one-particle density matrix of a state."""
    lowered = [c.T @ state for c in create]
    gamma = np.array([[np.vdot(x, y) for y in lowered] for x in lowered])
    return np.linalg.eigvalsh(gamma / np.vdot(state, state).real)


def close(x, y, tol=1e-9):
    scale = max(1.0, np.max(np.abs(y)))
    return np.max(np.abs(np.asarray(x) - np.asarray(y))) < tol * scale


# ---- General tests: complex, non-orthonormal orbitals, several N ----
rng = np.random.default_rng(7)


def random_complex(rows, cols):
    return rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))


M = 6
create = creation_operators(M)
vacuum = np.eye(2**M)[0]
largest_error = 0.0
for N in (2, 3, 4):
    phi = determinant_state(np.eye(M)[:, :N], create)
    C = random_complex(M, N)
    C[:N] += 2.0 * np.eye(N)      # keeps the occupied block well conditioned
    psi = determinant_state(C, create)
    overlap = np.vdot(phi, psi)
    T = amplitudes(C, N)
    That = excitation_operator(T, create, N)
    exp_phi = expm(That) @ phi

    assert close(overlap, np.linalg.det(C[:N]))
    assert close(np.linalg.det(C[:N]) * exp_phi, psi)
    error = np.linalg.norm(overlap * exp_phi - psi) / np.linalg.norm(psi)
    largest_error = max(largest_error, error)

    # mixing the occupied orbitals only rescales the determinant
    X = random_complex(N, N)
    assert close(determinant_state(C @ X, create), np.linalg.det(X) * psi)

    # amplitudes recovered by projection on single excitations
    projected = np.array([[np.vdot(create[N + a] @ create[i].T @ phi, psi)
                           for i in range(N)] for a in range(M - N)])
    assert close(projected / overlap, T)

    # every double excitation coefficient is a 2 by 2 minor of T
    for a in range(M - N):
        for b in range(a):
            for i in range(N):
                for j in range(i):
                    double = (create[N + a] @ create[i].T
                              @ create[N + b] @ create[j].T @ phi)
                    minor = T[a, i] * T[b, j] - T[a, j] * T[b, i]
                    assert close(np.vdot(double, psi) / overlap, minor)

    # norm of the exponential state
    gram = np.eye(N) + T.conj().T @ T
    assert close(np.vdot(exp_phi, exp_phi), np.linalg.det(gram))

    # operator identities, with freely chosen amplitudes S and R
    S = 0.4 * random_complex(M - N, N)
    Shat = excitation_operator(S, create, N)
    Rhat = excitation_operator(random_complex(M - N, N), create, N)
    assert close(Shat @ Rhat, Rhat @ Shat)
    order = min(N, M - N)
    assert np.max(np.abs(np.linalg.matrix_power(Shat, order))) > 1e-6
    assert close(np.linalg.matrix_power(Shat, order + 1), 0.0)
    forward, backward = expm(Shat), expm(-Shat)
    assert close(forward @ vacuum, vacuum)
    for i in range(N):
        shift = sum(S[a, i] * create[N + a] for a in range(M - N))
        assert close(Shat @ create[i] - create[i] @ Shat, shift)
        assert close(forward @ create[i] @ backward, create[i] + shift)
    for a in range(N, M):
        assert close(forward @ create[a] @ backward, create[a])

    # converse: any exponential state is a determinant (occupations 0 or 1)
    # and keeps unit overlap with the reference
    state = forward @ phi
    expected = np.r_[np.zeros(M - N), np.ones(N)]
    assert close(occupations(state, create), expected)
    assert close(np.vdot(phi, state), 1.0)

    # singular occupied block: orthogonal, though the determinant exists
    C_sing = C.copy()
    C_sing[0] = C_sing[1]
    psi_sing = determinant_state(C_sing, create)
    assert np.linalg.norm(psi_sing) > 1e-3
    assert abs(np.vdot(phi, psi_sing)) < 1e-9 * np.linalg.norm(psi_sing)

# ---- Worked example: two spinless fermions on an open four-site chain ----
sites, N = 4, 2
site_create = creation_operators(sites)
site_energy = np.array([-2.0, -1.0, 0.0, 0.0])
h_ref = -(np.eye(sites, k=1) + np.eye(sites, k=-1))
h_new = h_ref + np.diag(site_energy)


def orbitals(h):
    energy, vec = np.linalg.eigh(h)
    return energy, vec * np.sign(vec[0])   # first-site component positive


e_ref, U = orbitals(h_ref)
e_new, V = orbitals(h_new)
C = U.T @ V[:, :N]
T = amplitudes(C, N)
ref_create = [sum(U[s, q] * site_create[s] for s in range(sites))
              for q in range(sites)]
phi = determinant_state(np.eye(sites)[:, :N], ref_create)
That = excitation_operator(T, ref_create, N)
exp_phi = expm(That) @ phi

# many-body ground state by diagonalization in the two-particle sector
H = sum(h_new[s, r] * site_create[s] @ site_create[r].T
        for s in range(sites) for r in range(sites))
sector = [n for n in range(2**sites) if bin(n).count("1") == N]
E_many, vec_many = np.linalg.eigh(H[np.ix_(sector, sector)])
assert E_many[1] - E_many[0] > 1e-3
ground = np.zeros(2**sites)
ground[sector] = vec_many[:, 0]
ground_overlap = phi @ ground
assert close(ground / ground_overlap, exp_phi)
assert close(abs(ground_overlap), abs(np.linalg.det(C[:N])))
norm_sq = np.linalg.det(np.eye(N) + T.T @ T)
assert close(ground_overlap**2, 1.0 / norm_sq)
assert close(E_many[0], e_new[:N].sum())

double = (ref_create[2] @ ref_create[0].T
          @ ref_create[3] @ ref_create[1].T @ phi)
double_coeff = (double @ ground) / ground_overlap
assert close(double_coeff, np.linalg.det(T))


def mean_energy(state):
    return state @ H @ state / (state @ state)


linear = phi + That @ phi
occ_exp = occupations(exp_phi, ref_create)
occ_lin = occupations(linear, ref_create)
assert close(occ_exp, [0.0, 0.0, 1.0, 1.0])
assert mean_energy(linear) > E_many[0] + 1e-6
assert np.max(np.abs(occ_lin - np.array([0, 0, 1, 1]))) > 1e-6


def row(values, digits=5):
    return "  ".join(f"{x + 0.0:.{digits}f}" for x in values)


print(f"General test: M = {M} orbitals, N = 2, 3, 4")
print(f"largest relative error of the theorem: {largest_error:.1e}")
print(f"Chain: {sites} sites, {N} fermions, energies in units of t")
print("site energies (t):", row(site_energy, 1))
print("reference orbital energies (t):", row(e_ref))
print("new orbital energies (t):", row(e_new))
for s in range(sites):
    print(f"reference orbitals 1-4 at site {s + 1}:", row(U[s]))
for s in range(sites):
    print(f"new occupied orbitals 1-2 at site {s + 1}:", row(V[s, :N]))
for p in range(sites):
    block = "occupied" if p < N else "virtual"
    print(f"C row {p + 1} ({block} block):", row(C[p]))
print(f"det C_occ: {np.linalg.det(C[:N]):.5f}")
for i, values in enumerate(np.linalg.inv(C[:N])):
    print(f"inverse of C_occ, row {i + 1}:", row(values))
for a in range(sites - N):
    print(f"T row a={N + a + 1}, columns i=1,2:", row(T[a]))
print(f"double coefficient from diagonalization: {double_coeff:.5f}")
print(f"T31*T42 - T32*T41: {T[0, 0]*T[1, 1] - T[0, 1]*T[1, 0]:.5f}")
print(f"det(1 + T^T T): {norm_sq:.5f}")
print(f"|overlap| from diagonalization: {abs(ground_overlap):.5f}")
print(f"squared overlap: {ground_overlap**2:.5f}")
print(f"ground energy, diagonalization (t): {E_many[0]:.6f}")
print(f"energy of exp(T) state (t): {mean_energy(exp_phi):.6f}")
print(f"energy of (1+T) state (t): {mean_energy(linear):.6f}")
print(f"energy of reference state (t): {mean_energy(phi):.6f}")
print("natural occupations, exp(T):", row(np.abs(occ_exp)))
print("natural occupations, 1+T:", row(np.abs(occ_lin)))

# ---- Approach to orthogonality: rotate orbital 2 into orbital 3 ----
for degrees in (30, 60, 85, 89):
    angle = np.radians(degrees)
    C_rot = np.eye(sites)[:, :N].copy()
    C_rot[1, 1], C_rot[2, 1] = np.cos(angle), np.sin(angle)
    psi_rot = determinant_state(C_rot, ref_create)
    overlap = phi @ psi_rot
    single = ref_create[2] @ ref_create[1].T @ phi
    amplitude = (single @ psi_rot) / overlap
    assert close(overlap, np.cos(angle))
    assert close(amplitude, np.tan(angle))
    assert close(amplitude, amplitudes(C_rot, N)[0, 1])
    print(f"angle {degrees} deg: overlap {overlap:.5f}, T32 {amplitude:.4f}")

print("tests ok")
```

It prints:

```
General test: M = 6 orbitals, N = 2, 3, 4
largest relative error of the theorem: 5.0e-16
Chain: 4 sites, 2 fermions, energies in units of t
site energies (t): -2.0  -1.0  0.0  0.0
reference orbital energies (t): -1.61803  -0.61803  0.61803  1.61803
new orbital energies (t): -2.75080  -1.31846  -0.21474  1.28400
reference orbitals 1-4 at site 1: 0.37175  0.60150  0.60150  0.37175
reference orbitals 1-4 at site 2: 0.60150  0.37175  -0.37175  -0.60150
reference orbitals 1-4 at site 3: 0.60150  -0.37175  -0.37175  0.60150
reference orbitals 1-4 at site 4: 0.37175  -0.60150  0.60150  -0.37175
new occupied orbitals 1-2 at site 1: 0.77251  0.51314
new occupied orbitals 1-2 at site 2: 0.58000  -0.34973
new occupied orbitals 1-2 at site 3: 0.24296  -0.62451
new occupied orbitals 1-2 at site 4: 0.08832  -0.47367
C row 1 (occupied block): 0.81502  -0.57133
C row 2 (occupied block): 0.53684  0.69572
C row 3 (virtual block): 0.21186  0.38591
C row 4 (virtual block): 0.05161  0.20156
det C_occ: 0.87374
inverse of C_occ, row 1: 0.79626  0.65390
inverse of C_occ, row 2: -0.61441  0.93280
T row a=3, columns i=1,2: -0.06842  0.49851
T row a=4, columns i=1,2: -0.08274  0.22176
double coefficient from diagonalization: 0.02608
T31*T42 - T32*T41: 0.02608
det(1 + T^T T): 1.30990
|overlap| from diagonalization: 0.87374
squared overlap: 0.76342
ground energy, diagonalization (t): -4.069259
energy of exp(T) state (t): -4.069259
energy of (1+T) state (t): -4.066764
energy of reference state (t): -3.736068
natural occupations, exp(T): 0.00000  0.00000  1.00000  1.00000
natural occupations, 1+T: 0.00040  0.00040  0.99960  0.99960
angle 30 deg: overlap 0.86603, T32 0.5774
angle 60 deg: overlap 0.50000, T32 1.7321
angle 85 deg: overlap 0.08716, T32 11.4301
angle 89 deg: overlap 0.01745, T32 57.2900
tests ok
```
